# Stable Scattering-Matrix Composition for Thick Multibarriers with Coupled Modes: verification in Python

```python
# Result under test: the transmission of a thick multibarrier with coupled
# transverse modes follows stably from composed scattering matrices, while a
# direct transfer-matrix product loses it to roundoff.
# Symbols: E energy (eV), k wavevector (1/nm), m mass (free-electron masses),
# r,t reflection/transmission for incidence from the left, rp,tp from the right.
# A layer is (mass, mode energies, mode vectors); modes are hard-wall sines.
import numpy as np
from mpmath import mp
from scipy import constants as const
from scipy.integrate import quad, trapezoid

H = const.hbar**2 / (2 * const.m_e) / const.e * 1e18   # hbar^2/2m0, eV nm^2
WIDTH, FIELD, V_BAR = 20.0, 0.003, 0.25               # nm, V/nm, eV
M_WELL, M_BAR, D_BAR, D_WELL = 0.067, 0.092, 4.0, 5.0
N_BAR, N_MODES, E_GAP = 12, 6, 0.065


def position_matrix(n_modes):
    n = np.arange(1, n_modes + 1)
    a, b = np.meshgrid(n, n, indexing="ij")
    odd = (a + b) % 2 == 1
    diff = np.where(odd, a**2 - b**2, 1)
    return np.where(odd, -8 * WIDTH * a * b / (np.pi * diff)**2, 0.0)


def hamiltonian(mass, edge, field, n_modes):
    n = np.arange(1, n_modes + 1)
    kinetic = H / mass * (n * np.pi / WIDTH)**2
    return np.diag(kinetic + edge) + field * position_matrix(n_modes)


def make_layer(mass, edge, field, n_modes):
    eps, vec = np.linalg.eigh(hamiltonian(mass, edge, field, n_modes))
    return mass, eps, vec


def wave(layer, E):
    mass, eps, _ = layer
    return np.sqrt((np.asarray(E)[..., None] - eps) * mass / H + 0j)


def interface(left, right, E):
    v1, v2 = wave(left, E) / left[0], wave(right, E) / right[0]
    Q = right[2].T @ left[2]
    Y = (Q.T * v2[..., None, :]) @ Q
    V1 = v1[..., None] * np.eye(len(Q))
    G = np.linalg.inv(V1 + Y)
    return (G @ (V1 - Y), 2 * (Q @ G) * v1[..., None, :],
            Q @ G @ (Y - V1) @ Q.T, 2 * (G @ Q.T) * v2[..., None, :])


def cross_layer(S, p):
    r, t, rp, tp = S
    row, col = p[..., :, None], p[..., None, :]
    return r, row * t, row * rp * col, tp * col


def compose(A, B, cond_log=None):
    rA, tA, rpA, tpA = A
    rB, tB, rpB, tpB = B
    one = np.eye(rA.shape[-1])
    D = np.linalg.inv(one - rpA @ rB)
    F = np.linalg.inv(one - rB @ rpA)
    if cond_log is not None:
        cond_log.append(np.linalg.cond(one - rpA @ rB))
    return (rA + tpA @ rB @ D @ tA, tB @ D @ tA,
            rpB + tB @ rpA @ F @ tpB, tpA @ F @ tpB)


def scattering(layers, thick, E, cond_log=None):
    cache = {}

    def face(a, b):
        key = (id(a), id(b))
        if key not in cache:
            cache[key] = interface(a, b, E)
        return cache[key]
    S = face(layers[0], layers[1])
    for j, d in enumerate(thick, start=1):
        S = cross_layer(S, np.exp(1j * wave(layers[j], E) * d))
        S = compose(S, face(layers[j], layers[j + 1]), cond_log)
    return S


def transfer(layers, thick, E):
    """Direct product; returns t by subtraction and tp by inverting M22."""
    n = len(layers[0][1])
    M = np.eye(2 * n, dtype=complex)
    for j in range(len(layers) - 1):
        a, b = layers[j], layers[j + 1]
        if j > 0:
            k = wave(a, E)
            grow = np.concatenate([np.exp(1j * k * thick[j - 1]),
                                   np.exp(-1j * k * thick[j - 1])])
            M = grow[:, None] * M
        Q = b[2].T @ a[2]
        R = Q * (wave(a, E) / a[0])[None, :] / (wave(b, E) / b[0])[:, None]
        M = 0.5 * np.block([[Q + R, Q - R], [Q - R, Q + R]]) @ M
    inv22 = np.linalg.inv(M[n:, n:])
    return M[:n, :n] - M[:n, n:] @ inv22 @ M[n:, :n], inv22


def flux_sum(lead, amp, E):
    k = wave(lead, E).real
    inverse = np.where(k > 0, 1 / np.where(k > 0, k, 1.0), 0.0)
    weight = k[..., :, None] * inverse[..., None, :]
    return (weight * np.abs(amp)**2).sum(axis=(-1, -2))


def structure(n_bar, n_modes=N_MODES, field=FIELD,
              m_w=M_WELL, m_b=M_BAR, d_b=D_BAR):
    lead = make_layer(m_w, 0.0, 0.0, n_modes)
    bar = make_layer(m_b, V_BAR, field, n_modes)
    well = make_layer(m_w, 0.0, field, n_modes)
    return ([lead] + [bar, well] * (n_bar - 1) + [bar, lead],
            [d_b, D_WELL] * (n_bar - 1) + [d_b])


def composed_T(E, n_bar=N_BAR, **options):
    layers, thick = structure(n_bar, **options)
    return flux_sum(layers[0], scattering(layers, thick, E)[1], E)


def reference(E, counts, n_modes=N_MODES, field=FIELD):
    """Integrate the coupled equation for (psi, psi'/m) with 150 digits."""
    N, result = n_modes, {}
    with mp.workdps(150):
        def propagator(mass, edge, d):
            W = hamiltonian(mass, edge, field, N)
            A = mp.zeros(2 * N)
            for i in range(N):
                A[i, N + i] = mp.mpf(mass) * d
                for j in range(N):
                    w = mp.mpf(float(W[i, j])) - (mp.mpf(float(E)) if i == j else 0)
                    A[N + i, j] = w * d / mp.mpf(float(H))
            return mp.expm(A)
        G_bar = propagator(M_BAR, V_BAR, D_BAR)
        cell = G_bar * propagator(M_WELL, 0.0, D_WELL)
        eps = np.diag(hamiltonian(M_WELL, 0.0, 0.0, N))
        k = [mp.sqrt(mp.mpc((mp.mpf(float(E)) - mp.mpf(float(e)))
                            * M_WELL / mp.mpf(float(H)))) for e in eps]
        Z, one, G = mp.zeros(N), mp.eye(N), G_bar
        for i in range(N):
            Z[i, i] = mp.mpc(0, 1) * k[i] / M_WELL
        for n in range(1, max(counts) + 1):
            if n > 1:
                G = cell * G
            if n not in counts:
                continue
            G11, G12 = G[0:N, 0:N], G[0:N, N:2 * N]
            G21, G22 = G[N:2 * N, 0:N], G[N:2 * N, N:2 * N]
            A, B = G21 - Z * G11, (G22 - Z * G12) * Z
            r = -(mp.inverse(A - B) * (A + B))
            t = G11 * (one + r) + G12 * Z * (one - r)
            is_open = [i for i in range(N) if eps[i] < E]
            result[n] = float(sum(k[i].real / k[j].real * abs(t[i, j])**2
                                  for i in is_open for j in is_open))
    return result


# Tilt matrix elements against quadrature of the hard-wall sines
X = position_matrix(4)
for a, b in [(1, 1), (1, 2), (1, 3), (1, 4), (2, 3)]:
    val = quad(lambda y: 2 / WIDTH * (y - WIDTH / 2) * np.sin(a * np.pi * y / WIDTH)
               * np.sin(b * np.pi * y / WIDTH), 0, WIDTH)[0]
    assert abs(val - X[a - 1, b - 1]) < 1e-9

# One mode, one barrier: closed amplitude and error growth of the subtraction
layers1, _ = structure(1, n_modes=1)
k1 = wave(layers1[0], E_GAP)[0].real
kap = wave(layers1[1], E_GAP)[0].imag
eta = (kap / M_BAR) / (k1 / M_WELL)


def closed_t(d):
    return 1 / (np.cosh(kap * d) + 0.5j * (eta - 1 / eta) * np.sinh(kap * d))


for d in (1.0, 10.0, 100.0, 800.0):
    t = scattering(layers1, [d], E_GAP)[1][0, 0]
    assert abs(t / closed_t(d) - 1) < 1e-10
x1 = np.linspace(4.5, 15, 80)
err1 = [abs(transfer(layers1, [x / kap], E_GAP)[0][0, 0] / closed_t(x / kap) - 1)
        for x in x1]
slope1 = np.polyfit(x1, np.log(np.maximum(err1, 1e-17)), 1)[0]
assert abs(slope1 - 2) < 0.2

# Two coupled modes, one thick barrier: error growth of the inverse of M22
layers2, _ = structure(1, n_modes=2)
kap2 = wave(layers2[1], E_GAP).imag
gap_kappa = kap2[1] - kap2[0]
x2, err2 = np.linspace(10, 27, 80), []
for x in x2:
    good = scattering(layers2, [x / gap_kappa], E_GAP)[3]
    bad = transfer(layers2, [x / gap_kappa], E_GAP)[1]
    err2.append(np.linalg.norm(bad / np.abs(good).max() - good / np.abs(good).max())
                / np.linalg.norm(good / np.abs(good).max()))
slope2 = np.polyfit(x2, np.log(np.maximum(err2, 1e-17)), 1)[0]
assert abs(slope2 - 1) < 0.15

# Energy scan: flux conservation and the most transparent energy
layers, thick = structure(N_BAR)
lead = layers[0]
energies = np.linspace(0.015, 0.315, 3001)
S_scan = scattering(layers, thick, energies)
T_scan = flux_sum(lead, S_scan[1], energies)
R_scan = flux_sum(lead, S_scan[0], energies)
n_open = (energies[:, None] > lead[1]).sum(axis=1)
flux_error = np.max(np.abs(T_scan + R_scan - n_open))
assert flux_error < 1e-6
window = (energies > 0.07) & (energies < 0.11)
E_BAND = float(energies[window][np.argmax(T_scan[window])])

# Regrouping of the sections and reciprocity
cut = 9
for E in (E_GAP, E_BAND):
    whole = scattering(layers, thick, E)
    left = scattering(layers[:cut + 1], thick[:cut - 1], E)
    left = cross_layer(left, np.exp(1j * wave(layers[cut], E) * thick[cut - 1]))
    joined = compose(left, scattering(layers[cut:], thick[cut:], E))
    for a, b in zip(whole, joined):
        assert np.linalg.norm(a - b) < 1e-8 * np.linalg.norm(a)
    assert abs(flux_sum(lead, whole[3], E) / flux_sum(lead, whole[1], E) - 1) < 1e-8

# Three double-precision routes against the 150-digit reference
counts, tables = (1, 2, 3, 4, 6, 8, 12), {}
for name, E in (("gap", E_GAP), ("band", E_BAND)):
    ref, rows = reference(E, counts), []
    for n in counts:
        lay, thk = structure(n)
        t_sub, tp_inv = transfer(lay, thk, E)
        values = (composed_T(E, n), flux_sum(lead, tp_inv, E), flux_sum(lead, t_sub, E))
        rows.append((n, ref[n]) + tuple(abs(v / ref[n] - 1) for v in values))
    tables[name] = rows
    assert max(row[2] for row in rows) < 1e-8
    assert rows[0][3] < 1e-8 and rows[0][4] < 1e-8
    assert rows[-1][3] > 0.5 and rows[-1][4] > 1e3

# Cause of the failure: remove the coupling, or keep only one mode
cause = {}
for name, opts in (("no coupling", dict(n_modes=N_MODES, field=0.0)),
                   ("one mode", dict(n_modes=1, field=FIELD))):
    lay, thk = structure(N_BAR, **opts)
    value = flux_sum(lay[0], transfer(lay, thk, E_GAP)[1], E_GAP)
    cause[name] = abs(value / reference(E_GAP, (N_BAR,), **opts)[N_BAR] - 1)
    assert cause[name] < 1e-8


def first_failure(n_modes):
    for n in range(1, 61):
        lay, thk = structure(n, n_modes=n_modes)
        good = composed_T(E_BAND, n, n_modes=n_modes)
        bad = flux_sum(lay[0], transfer(lay, thk, E_BAND)[1], E_BAND)
        if not abs(bad / good - 1) < 0.01:
            return n
    return 61


failures = {n: first_failure(n) for n in (2, 4, 6, 10)}
assert failures[10] < failures[2] <= 60

# Convergence in the number of modes
T_gap, T_band = composed_T(E_GAP), composed_T(E_BAND)
shift_gap = composed_T(E_GAP, n_modes=10) / T_gap - 1
shift_band = composed_T(E_BAND, n_modes=10) / T_band - 1
assert abs(shift_gap) < 1e-2 and abs(shift_band) < 1e-2

# Size of neglected effects (rough gaps 1.4 and 1.8 eV, rough mobility)
GAP_W, GAP_B, MONOLAYER, MOBILITY, TEMP = 1.4, 1.8, 0.28, 8000.0, 300.0
ratio_np = composed_T(E_GAP, m_w=M_WELL * (1 + E_GAP / GAP_W),
                      m_b=M_BAR * (1 - (V_BAR - E_GAP) / GAP_B)) / T_gap
ratio_ml = composed_T(E_GAP, d_b=D_BAR + MONOLAYER) / T_gap
kT = const.k * TEMP / const.e
thermal = T_scan / (4 * kT * np.cosh((energies - E_GAP) / (2 * kT))**2)
T_avg = trapezoid(thermal, energies)
shift_avg = trapezoid(thermal[::2], energies[::2]) / T_avg - 1
assert abs(shift_avg) < 0.2
tau = M_WELL * const.m_e * MOBILITY * 1e-4 / const.e * 1e12
dE = 1e-6
t_plus = scattering(layers, thick, E_BAND + dE)[1][0, 0]
t_minus = scattering(layers, thick, E_BAND - dE)[1][0, 0]
delay = const.hbar / const.e * np.angle(t_plus * np.conj(t_minus)) / (2 * dE) * 1e12
cond_log = []
scattering(layers, thick, E_BAND, cond_log)
bar, well = layers[1], layers[2]
growth = (N_BAR * D_BAR * wave(bar, E_GAP).imag[-1]
          + (N_BAR - 1) * D_WELL * wave(well, E_GAP).imag[-1])

print(f"fin width {WIDTH} nm, side field {FIELD * 10:.3f} MV/cm, modes {N_MODES}")
print(f"barrier {D_BAR} nm, {V_BAR} eV, mass {M_BAR}; well {D_WELL} nm, mass {M_WELL}")
print(f"barriers {N_BAR}, total length {sum(thick):.1f} nm")
print("lead thresholds (meV):", np.round(lead[1][:4] * 1e3, 2))
print("barrier mode energies (meV):", np.round(bar[1] * 1e3, 1))
print("barrier decay constants at gap energy (1/nm):", np.round(wave(bar, E_GAP).imag, 4))
print(f"growth exponent of highest mode, whole stack: {growth:.2f}")
print(f"ln(1/u), u = 2^-53: {-np.log(np.finfo(float).eps / 2):.2f}")
print(f"one mode: kappa {kap:.4f} 1/nm, error slope per kappa*d {slope1:.3f}")
print(f"two modes: kappa {kap2[0]:.4f}, {kap2[1]:.4f} 1/nm")
print(f"two modes: error slope per (kappa2-kappa1)*d {slope2:.3f}")
for name, E in (("gap", E_GAP), ("band", E_BAND)):
    print(f"{name} energy {E * 1e3:.1f} meV; relative errors of T:")
    print(" n   T reference   composed   inverse M22  subtraction")
    for n, ref, e1, e2, e3 in tables[name]:
        print(f"{n:2d}  {ref:.6e}  {e1:.1e}   {e2:.1e}     {e3:.1e}")
print(f"inverse M22, 12 barriers, no coupling: error {cause['no coupling']:.1e}")
print(f"inverse M22, 12 barriers, one mode: error {cause['one mode']:.1e}")
print("modes: first barrier number with inverse-M22 error above 1%:", failures)
print(f"largest flux error over scan: {flux_error:.1e}")
print(f"largest condition number of 1-r'r at band energy: {max(cond_log):.2e}")
print(f"relative shift of T, 6 to 10 modes: gap {shift_gap:.1e}, band {shift_band:.1e}")
print(f"nonparabolic masses (gaps {GAP_W}, {GAP_B} eV): gap T times {ratio_np:.3g}")
print(f"each barrier thicker by {MONOLAYER} nm: gap T times {ratio_ml:.3g}")
print(f"thermal average of T at {TEMP:.0f} K, Fermi level at gap energy: {T_avg:.3e}")
print(f"its relative shift on doubling the energy step: {shift_avg:.1e}")
print(f"barrier change for height-direction energy kT: {-(1 - M_WELL / M_BAR) * kT * 1e3:.2f} meV")
print(f"scattering time for {MOBILITY:.0f} cm2/Vs: {tau:.3f} ps")
print(f"transmission phase delay at band energy: {delay:.3f} ps")
print("all good")
```

Running it gives:

```
fin width 20.0 nm, side field 0.030 MV/cm, modes 6
barrier 4.0 nm, 0.25 eV, mass 0.092; well 5.0 nm, mass 0.067
barriers 12, total length 103.0 nm
lead thresholds (meV): [ 14.03  56.12 126.28 224.5 ]
barrier mode energies (meV): [256.6 291.8 342.6 413.9 505.7 619.1]
barrier decay constants at gap energy (1/nm): [0.6802 0.74   0.8188 0.9179 1.0316 1.1568]
growth exponent of highest mode, whole stack: 103.96
ln(1/u), u = 2^-53: 36.74
one mode: kappa 0.6866 1/nm, error slope per kappa*d 1.959
two modes: kappa 0.6805, 0.7441 1/nm
two modes: error slope per (kappa2-kappa1)*d 1.017
gap energy 65.0 meV; relative errors of T:
 n   T reference   composed   inverse M22  subtraction
 1  1.511851e-02  2.2e-16   8.9e-16     2.4e-14
 2  1.997869e-04  1.9e-15   2.2e-15     6.4e-12
 3  3.146289e-06  1.8e-15   8.9e-16     3.7e-09
 4  5.000530e-08  3.4e-15   1.0e-12     6.1e-02
 6  1.265153e-11  3.6e-15   1.5e-06     3.7e+29
 8  3.201364e-15  1.8e-15   5.5e-01     2.5e+60
12  2.049860e-22  4.4e-16   1.0e+00     1.2e+100
band energy 86.4 meV; relative errors of T:
 n   T reference   composed   inverse M22  subtraction
 1  2.929130e-02  7.8e-16   5.6e-16     4.5e-14
 2  9.998469e-01  7.3e-14   3.1e-14     3.0e-14
 3  2.125323e-02  0.0e+00   1.8e-13     1.1e-10
 4  9.997182e-01  1.2e-13   5.4e-10     6.9e-03
 6  9.978293e-01  1.6e-13   1.7e-01     3.5e+26
 8  9.941829e-01  2.2e-13   1.0e+00     1.4e+44
12  9.817899e-01  3.8e-13   1.0e+00     3.4e+75
inverse M22, 12 barriers, no coupling: error 6.4e-15
inverse M22, 12 barriers, one mode: error 7.3e-15
modes: first barrier number with inverse-M22 error above 1%: {2: 12, 4: 8, 6: 6, 10: 5}
largest flux error over scan: 2.2e-12
largest condition number of 1-r'r at band energy: 1.63e+02
relative shift of T, 6 to 10 modes: gap 4.5e-05, band 1.0e-04
nonparabolic masses (gaps 1.4, 1.8 eV): gap T times 5.69
each barrier thicker by 0.28 nm: gap T times 0.00905
thermal average of T at 300 K, Fermi level at gap energy: 1.913e-02
its relative shift on doubling the energy step: 9.5e-02
barrier change for height-direction energy kT: -7.02 meV
scattering time for 8000 cm2/Vs: 0.305 ps
transmission phase delay at band energy: 7.655 ps
all good
```
